# Energy balance of reversible voltage amplification by negative capacitance: a numerical check

```python
"""
Result under test: a source that slowly charges a ferroelectric layer in series
with a dielectric does the work
    W = integral V dQ = Q^2/(2 C_D) + t_F (a Q^2/2 + b Q^4/4),   a < 0,
although the voltage Q/C_D across the dielectric exceeds the source voltage V.
Q: free charge per area (equal to the displacement), C_D: dielectric capacitance
per area, t_F: ferroelectric thickness, a and b: Landau coefficients at fixed
temperature. The balance is free of loss only if 1/C_D + a t_F > 0.
Units: V, cm, uC/cm2, uF/cm2, uJ/cm2, us, A/cm2, ohm cm2 (mutually consistent).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq

NM = 1e-7                                # cm
EPS0 = const.epsilon_0 * 1e4             # uF/cm

# Inputs: rough typical values or round model values
P_S = 20.0                 # spontaneous polarization, uC/cm2
E_C = 1.5e6                # intrinsic coercive field, V/cm
T_FERRO = 10 * NM
T_DIEL = 2 * NM
EPS_DIEL = 3.9
EPS_CONTRAST = 20.0        # dielectric that violates the stability condition
V_END = 0.6                # final source voltage, V
RESISTIVITY = 100.0        # internal friction of the ferroelectric, ohm cm
TEMP, TEMP_CURIE = 300.0, 700.0          # K
HEAT_CAPACITY = 2.7        # J/(cm3 K)
EPS_BACKGROUND = 20.0      # non-switching part of the ferroelectric response
BREAKDOWN = 10.0           # rough field for thin silicon dioxide, MV/cm
BARRIER, MASS_OXIDE, FERMI = 3.0, 0.5, 5.0   # eV, electron masses, eV
RAMP = 0.1                 # ramp duration, us

a = -1.5 * np.sqrt(3) * E_C / P_S
b = -a / P_S**2
a_layer, b_layer = a * T_FERRO, b * T_FERRO
c_diel = EPS_DIEL * EPS0 / T_DIEL
inv_c = 1 / c_diel
resistance = RESISTIVITY * T_FERRO


def ferro_voltage(q, temp=TEMP):
    scale = (TEMP_CURIE - temp) / (TEMP_CURIE - TEMP)
    return a_layer * scale * q + b_layer * q**3


def stack_voltage(q, inverse_capacitance=inv_c, temp=TEMP):
    return q * inverse_capacitance + ferro_voltage(q, temp)


def ferro_energy(q):
    return a_layer * q**2 / 2 + b_layer * q**4 / 4


def diel_energy(q):
    return q**2 * inv_c / 2


def charge_at(v):
    return brentq(lambda q: stack_voltage(q) - v, -60, 60, xtol=1e-13)


def gain_formula(q, temp=TEMP):
    scale = (TEMP_CURIE - temp) / (TEMP_CURIE - TEMP)
    return 1 / (1 + c_diel * (a_layer * scale + 3 * b_layer * q**2))


def gain_numeric(v, dv=1e-4):
    return (charge_at(v + dv) - charge_at(v - dv)) * inv_c / (2 * dv)


def source_work(v_end):
    """Integral of V dQ along the solved curve Q(V), done by parts."""
    v = np.linspace(0, v_end, 201)
    q = np.array([charge_at(x) for x in v])
    return v_end * q[-1] - simpson(q, x=v)


def drive(segments, inverse_capacitance, q_start):
    """Circuit in time; returns charge, source work and resistive heat."""
    y = np.array([q_start, 0.0, 0.0])
    for duration, v1, v2 in segments:
        def rhs(t, s):
            v = v1 + (v2 - v1) * t / duration
            i = (v - stack_voltage(s[0], inverse_capacitance)) / resistance
            return [i, v * i, resistance * i * i]
        sol = solve_ivp(rhs, (0, duration), y, method="Radau",
                        rtol=1e-9, atol=1e-11)
        assert sol.success
        y = sol.y[:, -1]
    return y


# Landau coefficients reproduce the two material inputs
p_grid = np.linspace(-P_S, 0, 20001)
assert abs(np.max(a * p_grid + b * p_grid**3) / E_C - 1) < 1e-6
assert abs(brentq(ferro_voltage, 0.5 * P_S, 2 * P_S) / P_S - 1) < 1e-9

# Reversible energy balance and amplification
stiffness = inv_c + a_layer
assert stiffness > 0
q_end = charge_at(V_END)
q_grid = np.linspace(-40, 40, 80001)
total = diel_energy(q_grid) + ferro_energy(q_grid) - V_END * q_grid
assert abs(q_grid[np.argmin(total)] - q_end) < 2e-3      # global minimum
v_diel, v_ferro = q_end * inv_c, ferro_voltage(q_end)
work = source_work(V_END)
u_diel, f_ferro = diel_energy(q_end), ferro_energy(q_end)
free_energy = u_diel + f_ferro
assert abs(work - free_energy) < 1e-8
assert v_diel > V_END and u_diel > work and f_ferro < 0

gain0, gain_end = gain_formula(0.0), gain_formula(q_end)
assert abs(gain_numeric(0.0) - gain0) < 1e-6
assert abs(gain_numeric(V_END) - gain_end) < 1e-6
q_unity = P_S / np.sqrt(3)
assert abs(gain_numeric(stack_voltage(q_unity)) - 1) < 1e-6
v_small = 0.01
share_small = diel_energy(charge_at(v_small)) / source_work(v_small)
assert abs(share_small - gain0) < 1e-4
q_bare, work_bare = c_diel * V_END, c_diel * V_END**2 / 2

# Finite rate: loss falls as 1/duration; a step is lossy
c_total = 1 / stiffness
tau = resistance * c_total
hold = 40 * tau
losses = {}
for duration in (RAMP, 10 * RAMP):
    up = [(duration, 0, V_END), (hold, V_END, V_END)]
    q, w, heat = drive(up, inv_c, 0.0)
    assert abs(q - q_end) < 1e-6
    assert abs(w - heat - free_energy) < 1e-5
    assert abs(heat / (2 * work * tau / duration) - 1) < 0.02
    losses[duration] = heat
cycle = [(RAMP, 0, V_END), (hold, V_END, V_END), (RAMP, V_END, 0), (hold, 0, 0)]
q, cycle_work, cycle_heat = drive(cycle, inv_c, 0.0)
assert abs(q) < 1e-6 and abs(cycle_work - cycle_heat) < 1e-5
assert abs(cycle_work / (2 * losses[RAMP]) - 1) < 0.02
q, step_work, step_heat = drive([(hold, V_END, V_END)], inv_c, 0.0)
assert abs(step_heat - (V_END * q_end - free_energy)) < 1e-5

# Contrast: violated stability condition gives loss even for slow drive
inv_c_contrast = T_DIEL / (EPS_CONTRAST * EPS0)
s_contrast = inv_c_contrast + a_layer
assert s_contrast < 0
loop_formula = 3 * s_contrast**2 / (2 * b_layer)
q_neg = brentq(lambda x: stack_voltage(x, inv_c_contrast) + V_END, -60, -P_S / 2)
loops = {}
for duration in (10.0, 100.0):
    sweep = [(duration, -V_END, V_END), (duration, V_END, -V_END),
             (0.1, -V_END, -V_END)]
    q, w, heat = drive(sweep, inv_c_contrast, q_neg)
    assert abs(q - q_neg) < 1e-4 and abs(w - heat) < 1e-3
    loops[duration] = heat
assert abs(loops[100.0] / loop_formula - 1) < 0.01
field_contrast = abs(q_neg) * inv_c_contrast / T_DIEL / 1e6

# Reversible heat from the temperature derivative of the work at fixed charge
def work_at_temperature(temp):
    return quad(lambda x: stack_voltage(x, inv_c, temp), 0, q_end)[0]


heat_released = -a_layer * q_end**2 / 2 * TEMP / (TEMP_CURIE - TEMP)
slope = (work_at_temperature(TEMP + 1) - work_at_temperature(TEMP - 1)) / 2
assert abs(TEMP * slope - heat_released) < 1e-7
internal_change = free_energy - heat_released
self_heating = heat_released * 1e-6 / (HEAT_CAPACITY * T_FERRO)
gain_hot = gain_formula(0.0, 273.15 + 85)

# Tunnelling through the dielectric: semiclassical current, then a correction
# from the wave equation at the Fermi energy
k2_unit = 2 * const.m_e * const.e / const.hbar**2 * 1e-18    # 1/(eV nm2)
d_nm = T_DIEL / NM
z = np.linspace(0, d_nm, 401)


def semiclassical(depth):
    kappa = np.sqrt(MASS_OXIDE * k2_unit * (BARRIER + depth - v_diel * z / d_nm))
    return np.exp(-2 * simpson(kappa, x=z))


depths = np.linspace(0, 4, 801)
supply = np.minimum(depths, v_diel) * np.array([semiclassical(x) for x in depths])
prefactor = 4 * np.pi * const.m_e * const.e**3 / const.h**3 * 1e-4
j_semiclassical = prefactor * simpson(supply, x=depths)
k_left, k_right = np.sqrt(k2_unit * FERMI), np.sqrt(k2_unit * (FERMI + v_diel))
wave = solve_ivp(lambda x, y: [MASS_OXIDE * y[1],
                               k2_unit * (BARRIER - v_diel * x / d_nm) * y[0]],
                 (d_nm, 0), [1 + 0j, 1j * k_right], rtol=1e-9, atol=1e-9).y[:, -1]
incident = (wave[0] + wave[1] / (1j * k_left)) / 2
wave_ratio = k_right / (k_left * abs(incident)**2) / semiclassical(0.0)
assert 0.1 < wave_ratio < 10
j_leak = j_semiclassical * wave_ratio
leak_time = q_end / j_leak
assert 10 * tau < RAMP < leak_time / 10

# Domains: smallest gradient stiffness that keeps the uniform state stable
# against a polarization wave cos(k x), uniform across the film
eps_b, eps_d = EPS_BACKGROUND * EPS0, EPS_DIEL * EPS0
a_switching = a / (1 - eps_b * a)


def interface_potential(k):
    return 1 / (k * (eps_b / np.tanh(k * T_FERRO) + eps_d / np.tanh(k * T_DIEL)))


k_grid = np.geomspace(1e4, 1e8, 8001)
g_needed = (-a_switching - interface_potential(k_grid) / T_FERRO) / k_grid**2
worst = np.argmax(g_needed)
k_worst = k_grid[worst]
assert 0 < worst < len(k_grid) - 1 and g_needed[worst] > 0
correlation_length = np.sqrt(g_needed[worst] / -a_switching)
# finite-difference potential of a unit charge wave on the interface
n = 600
h = (T_FERRO + T_DIEL) / n
n_interface = round(T_FERRO / h)
eps_cell = np.where(np.arange(n) < n_interface, eps_b, eps_d)
left, right = eps_cell[:-1], eps_cell[1:]
matrix = (np.diag((left + right) / h + k_worst**2 * h * (left + right) / 2)
          - np.diag(right[:-1] / h, 1) - np.diag(right[:-1] / h, -1))
charge = np.zeros(n - 1)
charge[n_interface - 1] = 1.0
phi = np.linalg.solve(matrix, charge)[n_interface - 1]
assert abs(phi / interface_potential(k_worst) - 1) < 1e-3

# Output
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("spontaneous polarization (rough)", P_S, "uC/cm2")
show("intrinsic coercive field (rough)", E_C / 1e6, "MV/cm")
show("ferroelectric thickness", T_FERRO / NM, "nm")
show("dielectric thickness", T_DIEL / NM, "nm")
show("dielectric relative permittivity", EPS_DIEL)
show("Landau a", a, "V cm/uC")
show("Landau b", b, "V cm5/uC3")
show("dielectric capacitance", c_diel, "uF/cm2")
show("ferroelectric capacitance at Q=0", 1 / a_layer, "uF/cm2")
show("stack capacitance at Q=0", c_total, "uF/cm2")
show("gain at Q=0", gain0)
show("gain at final voltage", gain_end)
show("charge where gain falls to 1", q_unity, "uC/cm2")
print("V source (V) | Q (uC/cm2) | V diel (V) | W | U diel | F ferro (uJ/cm2)")
for v in (V_END / 3, 2 * V_END / 3, V_END):
    q = charge_at(v)
    print(f"{v:.2f} | {q:.4f} | {q * inv_c:.4f} | {source_work(v):.4f}"
          f" | {diel_energy(q):.4f} | {ferro_energy(q):.4f}")
show("final ferroelectric voltage", v_ferro, "V")
show("balance error W - U - F", work - free_energy, "uJ/cm2", 1)
show("U diel / W at final voltage", u_diel / work)
show("U diel / W at 0.01 V", share_small)
show("bare dielectric at same source voltage, charge", q_bare, "uC/cm2")
show("bare dielectric at same source voltage, work", work_bare, "uJ/cm2")
show("ferroelectric resistivity (assumed)", RESISTIVITY, "ohm cm")
show("circuit time constant", tau * 1e3, "ns", 3)
for duration, loss in losses.items():
    show(f"loss for ramp of {duration:g} us", loss, "uJ/cm2", 3)
show("net source work, up and down in 0.1 us each", cycle_work, "uJ/cm2", 3)
show("sudden step: source work", step_work, "uJ/cm2")
show("sudden step: loss", step_heat, "uJ/cm2")
show("contrast permittivity", EPS_CONTRAST)
show("contrast stiffness 1/C_D + a t_F", s_contrast, "cm2/uF")
show("contrast loop loss, formula", loop_formula, "uJ/cm2")
for duration, loss in loops.items():
    show(f"contrast loop loss, {duration:g} us per sweep", loss, "uJ/cm2")
show("contrast dielectric field at 0.6 V", field_contrast, "MV/cm", 3)
show("temperature", TEMP, "K")
show("Curie temperature (rough)", TEMP_CURIE, "K")
show("reversible heat released", heat_released, "uJ/cm2")
show("internal energy change of stack", internal_change, "uJ/cm2")
show("self-heating if no heat escapes", self_heating, "K", 2)
show("gain at Q=0 and 85 C", gain_hot)
show("dielectric field", v_diel / T_DIEL / 1e6, "MV/cm", 3)
show("breakdown field (rough)", BREAKDOWN, "MV/cm")
show("tunnel barrier (rough)", BARRIER, "eV")
show("wave / semiclassical transmission", wave_ratio, "", 2)
show("tunnel current density", j_leak, "A/cm2", 2)
show("time to leak the final charge", leak_time, "us", 2)
show("background permittivity (rough)", EPS_BACKGROUND)
show("period of most dangerous domain wave", 2 * np.pi / k_worst / NM, "nm", 3)
show("correlation length needed", correlation_length / NM, "nm", 3)
print("finished without a failed check")
```

It prints:

```
spontaneous polarization (rough): 20 uC/cm2
intrinsic coercive field (rough): 1.5 MV/cm
ferroelectric thickness: 10 nm
dielectric thickness: 2 nm
dielectric relative permittivity: 3.9
Landau a: -1.949e+05 V cm/uC
Landau b: 487.1 V cm5/uC3
dielectric capacitance: 1.727 uF/cm2
ferroelectric capacitance at Q=0: -5.132 uF/cm2
stack capacitance at Q=0: 2.602 uF/cm2
gain at Q=0: 1.507
gain at final voltage: 1.493
charge where gain falls to 1: 11.55 uC/cm2
V source (V) | Q (uC/cm2) | V diel (V) | W | U diel | F ferro (uJ/cm2)
0.20 | 0.5202 | 0.3013 | 0.0520 | 0.0784 | -0.0264
0.40 | 1.0394 | 0.6020 | 0.2077 | 0.3128 | -0.1051
0.60 | 1.5564 | 0.9014 | 0.4662 | 0.7015 | -0.2353
final ferroelectric voltage: -0.3014 V
balance error W - U - F: -4e-15 uJ/cm2
U diel / W at final voltage: 1.505
U diel / W at 0.01 V: 1.507
bare dielectric at same source voltage, charge: 1.036 uC/cm2
bare dielectric at same source voltage, work: 0.3108 uJ/cm2
ferroelectric resistivity (assumed): 100 ohm cm
circuit time constant: 0.26 ns
loss for ramp of 0.1 us: 0.00242 uJ/cm2
loss for ramp of 1 us: 0.000242 uJ/cm2
net source work, up and down in 0.1 us each: 0.00483 uJ/cm2
sudden step: source work: 0.9338 uJ/cm2
sudden step: loss: 0.4676 uJ/cm2
contrast permittivity: 20
contrast stiffness 1/C_D + a t_F: -0.08191 cm2/uF
contrast loop loss, formula: 20.66 uJ/cm2
contrast loop loss, 10 us per sweep: 20.91 uJ/cm2
contrast loop loss, 100 us per sweep: 20.72 uJ/cm2
contrast dielectric field at 0.6 V: 8.87 MV/cm
temperature: 300 K
Curie temperature (rough): 700 K
reversible heat released: 0.177 uJ/cm2
internal energy change of stack: 0.2892 uJ/cm2
self-heating if no heat escapes: 0.066 K
gain at Q=0 and 85 C: 1.404
dielectric field: 4.51 MV/cm
breakdown field (rough): 10 MV/cm
tunnel barrier (rough): 3 eV
wave / semiclassical transmission: 3.9
tunnel current density: 0.31 A/cm2
time to leak the final charge: 5 us
background permittivity (rough): 20
period of most dangerous domain wave: 14.4 nm
correlation length needed: 1.26 nm
finished without a failed check
```
